# Area Scaling of Breakdown Time in Interlayer Dielectrics

## The problem

The insulator between neighbouring metal lines in a chip can break down after a time under voltage: a conducting path forms through it and the insulation is lost. Nominally identical test structures break down at different times, so the breakdown time is described by a probability distribution.

Small test structures of dielectric area $A_1=1.0\times10^{-10}\ \mathrm{m^2}$ are held at constant voltage. "Area" here means the dielectric area facing the electrodes, which for two parallel lines is increased by making the lines longer at fixed spacing. The fraction of small structures that have failed by time $t$ is

$$F_1(t)=1-\exp\left[-\left(\frac{t}{\eta_1}\right)^{\beta}\right],\qquad t\ge 0,$$

which is a Weibull law with slope $\beta=1.5$ and characteristic time $\eta_1=1.0\times10^{6}\ \mathrm{s}$ (11.6 days). These are round model parameters, not data for a particular material.

A large structure has area $A_2=1.0\times10^{-6}\ \mathrm{m^2}$. Its dielectric, thickness, field and temperature are the same. Assume that it behaves as a set of cells of area $A_1$ whose breakdown times are independent and follow the law above, and that the first cell to break down fails the whole structure.

(a) What fraction of the small structures has failed at $t=\eta_1$?

(b) Find the distribution of breakdown times of the large structure.

(c) By what factor is its characteristic time shorter than $\eta_1$, and what is its value?

(d) Why does this factor differ from the area ratio?

(e) Do the mean breakdown time and the time to 1% failures shrink by the same factor?

## Hints

**Hint 1.** Work with the survival probability $S=1-F$. A chain holds only if every link holds. What does independence say about the probability that many events all happen?

**Hint 2.** The characteristic time is defined by a value of the survival probability. Find that value for the small structure, then ask when the large structure reaches it.

**Hint 3.** For part (d), find the failure rate of a cell that has survived so far, $h=-(1/S)\,dS/dt$. Does it rise or fall with time?

**Hint 4.** For the mean, show first that it equals the area under the survival curve.

## Full solution

### (a) The meaning of the characteristic time

At $t=\eta_1$ the ratio $t/\eta_1$ is 1, and 1 raised to any power is 1. Therefore

$$F_1(\eta_1)=1-e^{-1}=0.632.$$

About 63.2% of the small structures have failed, whatever the slope. The characteristic time of any Weibull law is thus the time at which the survival probability has fallen to $1/e$. It is not the median, by which only half have failed. For $\beta=1.5$ it also differs from the mean, which is found in part (e); the two coincide when $\beta=1$.

### (b) The first failure among many cells

The number of cells in the large structure is

$$N=\frac{A_2}{A_1}=\frac{1.0\times10^{-6}}{1.0\times10^{-10}}=10\,000.$$

One cell survives to time $t$ with probability

$$S_1(t)=1-F_1(t)=\exp\left[-\left(\frac{t}{\eta_1}\right)^{\beta}\right].$$

The large structure is intact at time $t$ if all its cells are intact. For independent events the probability that all occur is the product of the separate probabilities, and here the $N$ factors are equal:

$$S_2(t)=[S_1(t)]^{N}.$$

This step uses independence and the first-failure rule, but not the Weibull form. Inserting that form, and using $(e^{-x})^N=e^{-Nx}$, gives

$$S_2(t)=\exp\left[-N\left(\frac{t}{\eta_1}\right)^{\beta}\right].$$

To read off the new characteristic time, move $N$ inside the power. Since $N=(N^{1/\beta})^{\beta}$,

$$N\left(\frac{t}{\eta_1}\right)^{\beta}
=\left(\frac{N^{1/\beta}\,t}{\eta_1}\right)^{\beta}
=\left(\frac{t}{\eta_2}\right)^{\beta},
\qquad \eta_2=\eta_1N^{-1/\beta}.$$

The large structure therefore also follows a Weibull law, with the same slope $\beta$ and a shorter characteristic time $\eta_2$.

The area ratio need not be a whole number. If both areas can be built from a smaller independent cell, with $n_1$ such cells in $A_1$ and $n_2$ in $A_2$, and $s$ is the survival probability of that cell, then $S_1=s^{n_1}$ and $S_2=s^{n_2}=S_1^{\,n_2/n_1}$. The exponent is again $A_2/A_1$.

### (c) The reduction factor

Dividing $\eta_1$ by $\eta_2$ gives

$$R=\frac{\eta_1}{\eta_2}=N^{1/\beta}=\left(\frac{A_2}{A_1}\right)^{1/\beta}.$$

For $N=10^4$ and $\beta=1.5=3/2$ the exponent is $1/\beta=2/3$, so

$$R=(10^4)^{2/3}=10^{8/3}=10^{2}\times10^{2/3}=100\times4.64=464.$$

The characteristic time of the large structure is

$$\eta_2=\frac{1.0\times10^{6}\ \mathrm{s}}{464.16}=2154\ \mathrm{s},$$

or about 36 minutes. The factor 464 depends on the area ratio and the slope. It does not depend on $\eta_1$, which sets the time scale of both structures.

A count of cells shows why this time is reasonable. By $t=\eta_2$ a single cell has failed with probability

$$F_1(\eta_2)=1-\exp\left[-\left(\frac{\eta_2}{\eta_1}\right)^{\beta}\right]=1-e^{-1/N}\approx\frac1N,$$

because $(\eta_2/\eta_1)^\beta=1/N$ and $e^{-x}\approx1-x$ for small $x$. Numerically this is $1.0\times10^{-4}$. If $N$ such cells were each tested separately up to $\eta_2$, the expected number of failures would be $N F_1(\eta_2)$, very nearly one. The large structure reaches its characteristic time when about one failure is expected among its cells.

The law was also checked by simulation. For each of 6000 large structures, 10,000 cell lifetimes were drawn at random and the earliest was kept. The time by which 63.2% of these structures had failed was 2126 s, which lies 1.3% below the predicted 2154 s. The standard error of the simulated time is 1.1% of its value, so the difference is a little more than one standard error. The slope found from the spread of the simulated times was 1.50. The numerical output below gives these values.

### (d) Why the factor is not 10,000

The failure rate of a cell that has survived to time $t$ is the probability of failure per unit time, given survival so far. Differentiating $S_1$ by the chain rule,

$$\frac{dS_1}{dt}=-\frac{\beta}{\eta_1}\left(\frac{t}{\eta_1}\right)^{\beta-1}S_1,$$

and therefore

$$h_1(t)=-\frac{1}{S_1}\frac{dS_1}{dt}=\frac{\beta}{\eta_1}\left(\frac{t}{\eta_1}\right)^{\beta-1}.$$

For $\beta=1.5$ the rate grows as $t^{1/2}$: in this model a cell becomes more likely to fail the longer it has been stressed. Large structures fail early, when the rate per cell is still low. The ratio of the cell's rates at the two characteristic times is

$$\frac{h_1(\eta_1)}{h_1(\eta_2)}=\left(\frac{\eta_1}{\eta_2}\right)^{\beta-1}=R^{\,\beta-1}=\sqrt{464}\approx21.5.$$

The area ratio can now be written as a product of two parts:

$$N=R^{\beta}=R\times R^{\,\beta-1}\approx464\times21.5\approx10\,000.$$

The ten-thousandfold increase in the number of cells is balanced partly by an exposure 464 times shorter and partly by a rate per cell 21.5 times lower.

Three cases of $R=N^{1/\beta}$ show the role of the slope.

- For $\beta=1$ the rate is constant in time. The second part equals 1 and $R=N$, so the lifetime is inversely proportional to area.
- For $\beta\to\infty$ the exponent $1/\beta$ tends to zero and $R\to1$. All cells then fail at nearly the same time $\eta_1$, and the earliest of many fails hardly sooner than any one of them.
- For $0<\beta<1$ the rate falls with time. Early failures are then relatively frequent, and $R$ exceeds $N$.

### (e) Other measures of lifetime

Let $t_p$ be the time by which a fraction $p$ has failed. For a Weibull law with characteristic time $\eta$,

$$1-p=\exp\left[-\left(\frac{t_p}{\eta}\right)^{\beta}\right].$$

Taking the logarithm, changing the sign and taking the power $1/\beta$ gives

$$t_p=\eta\,[-\ln(1-p)]^{1/\beta}.$$

The bracket depends on $p$ and not on area. At fixed $p$ and $\beta$ it cancels in the ratio of the two structures, so the time to 1% failures shrinks by the same factor $R$. This was tested by integrating the probability density of one cell numerically, combining the survival probabilities of all cells, and solving for the times to 1%, 50% and 63.2% failures. Each time shrank by a factor of 464.16.

For the mean, let $f=-dS/dt$ be the probability density of the breakdown time. Integration by parts gives

$$\langle t\rangle=\int_0^\infty t f\,dt=-\Big[tS\Big]_0^\infty+\int_0^\infty S\,dt=\int_0^\infty S\,dt.$$

The boundary term vanishes at $t=0$ because of the factor $t$, and at large $t$ because $S$ falls faster than $1/t$. With $u=t/\eta$ and $dt=\eta\,du$,

$$\langle t\rangle=\eta\int_0^\infty e^{-u^\beta}\,du.$$

The remaining integral is a pure number that depends on $\beta$ alone; for $\beta=1.5$ it is 0.903. The mean is therefore $9.03\times10^{5}\ \mathrm{s}$ for the small structure and 1945 s for the large one. Their ratio is again 464.

### The same result on a Weibull plot

Breakdown data are conveniently drawn with $\ln t$ on the horizontal axis and

$$W=\ln[-\ln(1-F)]$$

on the vertical axis. For the small structure $-\ln(1-F_1)=(t/\eta_1)^\beta$, so

$$W_1=\beta\ln t-\beta\ln\eta_1,$$

where the times inside the logarithms are measured in the same unit. This is a straight line of slope $\beta$, which is the reason for the name "Weibull slope". For the large structure $-\ln(1-F_2)=N(t/\eta_1)^\beta$, so

$$W_2=W_1+\ln N.$$

The line moves up by $\ln 10\,000=9.21$ without changing its slope. A line of slope $\beta$ moved up by $\ln N$ coincides with the same line moved left by $(\ln N)/\beta=9.21/1.5=6.14$. This left shift is $\ln R$, and $e^{6.14}$ is again about 464.

The plot also suggests a check on real data. Measure two areas, draw both lines, and see whether they are parallel and separated vertically by the logarithm of the area ratio. Finite samples scatter, so small deviations are expected even when the model holds. If the deviation is clearly larger than this statistical scatter, at least one of the assumptions is in doubt.

### What the result asks of the data

For any cell law with a continuous survival probability, $S_2=S_1^N$ turns the condition $S_2(\eta_2)=e^{-1}$ into

$$-\ln S_1(\eta_2)=\frac1N.$$

The lifetime of the large structure is thus set by the behaviour of a cell at a failed fraction near $10^{-4}$. About 10,000 small structures would have to be tested to expect one failure by that time. With fewer samples, the Weibull line is being extended into a range where few or no failures have been seen.

Suppose, for example, that each cell can also fail through a second, independent mechanism with survival probability $e^{-H(t)}$, where $H\ge0$ does not decrease with time. The survival probabilities multiply, and the condition becomes

$$N\left[\left(\frac{\eta_2}{\eta_1}\right)^{\beta}+H(\eta_2)\right]=1,$$

with $\eta_1$ still the characteristic time of the first mechanism alone. If $H$ is positive at 2154 s, the left side already exceeds 1 there, so the large structure reaches its characteristic time earlier. Such a mechanism could be almost invisible in a modest set of small samples and still dominate the large structure.

## Variation 1: an uncertain slope

**Question.** The area ratio and $\eta_1$ are known, but the slope might be 1.4 or 1.6 instead of 1.5. How much does the predicted lifetime of the large structure change?

**Solution.** Putting the other slopes into $R=N^{1/\beta}$ gives

$$R(1.4)=720,\qquad R(1.6)=316.$$

The predicted characteristic times are

$$\eta_2(1.4)=\frac{1.0\times10^{6}\ \mathrm{s}}{719.7}\approx1390\ \mathrm{s},\qquad
\eta_2(1.6)=\frac{1.0\times10^{6}\ \mathrm{s}}{316.2}\approx3160\ \mathrm{s}.$$

Relative to 2154 s, the first is 36% shorter and the second 47% longer, although the slope has changed by less than 7%. To see where this amplification comes from, take the logarithm of $R$ and differentiate at fixed $N$:

$$\ln R=\frac{\ln N}{\beta},\qquad
\frac{d\ln R}{d\beta}=-\frac{\ln N}{\beta^2}=-\frac{\ln R}{\beta}.$$

For a small change $\Delta\beta$ this gives

$$\Delta\ln R\approx-\ln R\,\frac{\Delta\beta}{\beta}.$$

The relative change of the slope is multiplied by $\ln R=6.14$. For $\Delta\beta=0.1$ the estimate is $\Delta\ln R\approx-6.14\times0.1/1.5=-0.41$. The multiplier grows with the logarithm of the area ratio, so extrapolation over a smaller range of area is less sensitive to the slope.

The sign matters in practice. With $\eta_1$ fixed and $N>1$, a slope taken too high gives a reduction factor that is too small, and hence a predicted lifetime that is too long.

## Variation 2: cells that do not fail independently

**Question.** Suppose the $N$ cells form groups of $m$ cells, where $m$ divides $N$. All cells in a group break down at the same time, while different groups are independent. Each cell taken alone still follows the original law. What is the reduction factor now?

**Solution.** Since all cells in a group share one breakdown time, the group survives whenever any one of its cells survives. Its survival probability is $S_1$, not $S_1^m$. There are $N/m$ independent groups, so

$$S_2=S_1^{\,N/m}=\exp\left[-\frac{N}{m}\left(\frac{t}{\eta_1}\right)^\beta\right].$$

Setting the exponent equal to $-1$ at $t=\eta_2$ gives

$$\frac{N}{m}\left(\frac{\eta_2}{\eta_1}\right)^\beta=1
\quad\Longrightarrow\quad
\frac{\eta_1}{\eta_2}=\left(\frac{N}{m}\right)^{1/\beta}.$$

For $m=1$ the cells are independent and the factor 464 returns. For $m=N$ the whole structure shares one breakdown time, and the factor is 1: extra area brings no earlier failure. This limit describes an idealized case in which the breakdown time is fixed entirely by properties that vary from one structure to another but are the same throughout each structure. Uniform material alone is not enough: if breakdown is still random from cell to cell, the cells can fail independently.

In both limits the Weibull slope is 1.5. A measured slope of 1.5 at one area therefore does not establish the area law. The comparison of two areas carries the missing information: in this model the upward shift on the Weibull plot is $\ln(N/m)$, so a shift smaller than $\ln N$ would point to fewer independent units than cells. In real data, other departures from the assumptions, such as a difference in thickness or field between the two layouts, could also change the shift and would have to be excluded first. Variation from one structure to the next can do so even when the layouts match. Suppose the failure rate of all cells in a structure is multiplied by a common factor $z$ that differs between structures, while the cells of one structure remain independent of each other. Averaging over $z$ gives $S_1(t)=\langle e^{-z(t/\eta_1)^\beta}\rangle$ and $S_2(t)=\langle e^{-zN(t/\eta_1)^\beta}\rangle=S_1(N^{1/\beta}t)$, so all times still shrink by $N^{1/\beta}$. The Weibull plot, however, is now curved and flatter than $\beta$. For example, if $z$ is exponentially distributed with mean 1, then $S_1=1/[1+(t/\eta_1)^\beta]$, and the upward shift is smaller than $\ln N$ at every time. A slope fitted to such data is lower than the cell slope $\beta$, and putting it into $N^{1/\beta}$ overestimates the reduction factor.

## Computed values

```
Weibull slope beta: 1.5 (dimensionless)
Small area A1: 1.0e-10 m^2
Large area A2: 1.0e-06 m^2
Area ratio N: 10000 (dimensionless)
Failed fraction at characteristic time: 0.6321 (dimensionless)
Characteristic time eta1: 1.000e+06 s
Characteristic time eta1: 11.57 days
Reduction factor from scaling law: 464.16 (dimensionless)
Characteristic time eta2: 2154.4 s
Characteristic time eta2: 35.9 min
Numerical reduction of 1% time: 464.16 (dimensionless)
Numerical reduction of 50% time: 464.16 (dimensionless)
Numerical reduction of 63.2% time: 464.16 (dimensionless)
Mean lifetime, small area: 9.0275e+05 s
Mean lifetime, large area: 1944.9 s
Ratio of mean lifetimes: 464.16 (dimensionless)
Cell failure probability at eta2: 9.9995e-05 (dimensionless)
Expected failed cells at eta2: 0.99995 (dimensionless)
Weibull-plot upward shift: 9.210 (dimensionless)
Weibull-plot left shift in ln t: 6.140 (dimensionless)
Numerical slope, large area: 1.5000 (dimensionless)
Reduction factor for slope 1.4: 719.7 (dimensionless)
Reduction factor for slope 1.6: 316.2 (dimensionless)
Simulated large structures: 6000 (count)
Simulated eta2: 2126 s
Relative standard error of simulated eta2: 1.1 %
Simulated reduction factor: 470 (dimensionless)
Simulated slope: 1.50 (dimensionless)
Largest gap, simulated vs predicted F: 0.0135 (dimensionless)
```
